# Spin Adaptation of the Closed-Shell Casida Equation, part 2

The problem is to place the factors of two correctly in the Casida equation for singlet and triplet excitations. Hartree atomic units are used. Part I treated a closed-shell Kohn-Sham reference with real orbitals \(\phi_p\), energies \(\varepsilon_p\), and an adiabatic local or semilocal functional \(E_{xc}\) without exact exchange. Indices \(i,j\) are occupied, \(a,b\) virtual, \(\sigma,\tau\) spins; \(\Delta\) is the diagonal matrix of \(\Delta_{ia}=\varepsilon_a-\varepsilon_i>0\).

The kernel \(f_{\sigma\tau}\) is the second derivative of \(E_{xc}\) with respect to \(n_\sigma,n_\tau\); \(f_{nn},f_{mm}\) are those for \(n=n_\uparrow+n_\downarrow\) and \(m=n_\uparrow-n_\downarrow\):

\[
\begin{aligned}
f_{nn}&=\tfrac14(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}+f_{\downarrow\uparrow}+f_{\downarrow\downarrow})
=\tfrac12(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}),\\
f_{mm}&=\tfrac14(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}-f_{\downarrow\uparrow}+f_{\downarrow\downarrow})
=\tfrac12(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}).
\end{aligned}
\tag{26}
\]

Between orbital products \(\phi_i\phi_a\) and \(\phi_j\phi_b\), the Coulomb integrals \((ia|jb)\) form \(J\), the kernel integrals \((ia|f_{\sigma\tau}|jb)\) form \(W^{\sigma\tau}\), and \(K=J+W^{\sigma\tau}\).

With \(C_\sigma\) holding the occupied time-dependent orbitals, the density matrix \(P_\sigma=C_\sigma C_\sigma^\dagger\) and Kohn-Sham matrix \(F_\sigma\) obey

\[
i\,\dot P_\sigma=F_\sigma C_\sigma C_\sigma^\dagger-C_\sigma C_\sigma^\dagger F_\sigma=[F_\sigma,P_\sigma].
\tag{4}
\]

Their first-order changes are \(\delta P,\delta F\). The excitation and de-excitation amplitudes \(X,Y\) at frequency \(\omega\) satisfy

\[
\delta n_\tau(\mathbf r)=\sum_{jb}(X+Y)_{jb\tau}\,\phi_j(\mathbf r)\phi_b(\mathbf r).
\tag{6}
\]

\[
\omega X=\Delta X+K(X+Y),\qquad
-\omega Y=\Delta Y+K(X+Y).
\tag{9}
\]

\[
\omega^2(X+Y)=\Delta(\Delta+2K)(X+Y).
\tag{12}
\]

With \(X+Y=\Delta^{1/2}G\),

\[
\Omega G=\omega^2G,\qquad
\Omega=\Delta^{1/2}(\Delta+2K)\Delta^{1/2}=\Delta^2+2\,\Delta^{1/2}K\Delta^{1/2}.
\tag{13}
\]

For one transition,

\[
\omega=\sqrt{\Delta^2+2\Delta K}
=\Delta\sqrt{1+\frac{2K}{\Delta}}
=\Delta+K-\frac{K^2}{2\Delta}+\dots ,
\tag{15}
\]

while the Tamm-Dancoff approximation, \(Y=0\), gives \(\Delta+K\).

The combinations

\[
G_\pm=\frac{1}{\sqrt2}\,(G_\uparrow\pm G_\downarrow).
\tag{20}
\]

decouple; the even one is labelled S, the odd one T:

\[
\Omega^{S,T}=\Delta^2+2\,\Delta^{1/2}K^{S,T}\Delta^{1/2},
\tag{22}
\]

\[
K^S_{ia,jb}=2(ia|jb)+(ia|f_{\uparrow\uparrow}+f_{\uparrow\downarrow}|jb),
\tag{23}
\]

\[
K^T_{ia,jb}=(ia|f_{\uparrow\uparrow}-f_{\uparrow\downarrow}|jb).
\tag{24}
\]

\[
K^S-K^T=2J+2W^{\uparrow\downarrow}.
\tag{29}
\]

Two miscounts in (23) were described: taking \((ia|jb)\) once, or replacing \(f_{\uparrow\uparrow}+f_{\uparrow\downarrow}\) by \(f_{nn}\) without the factor 2.

### Why the even sector is singlet and the odd sector triplet

Let \(|0\rangle\) be the closed-shell determinant and \(c^\dagger_{p\sigma}\), \(c_{p\sigma}\) the creation and annihilation operators. For one orbital pair define

\[
|\sigma\rangle=c^\dagger_{a\sigma}c_{i\sigma}|0\rangle,\qquad
|\pm\rangle=\frac{1}{\sqrt2}\left(|{\uparrow}\rangle\pm|{\downarrow}\rangle\right).
\tag{30}
\]

The raising operator is \(S_+=\sum_pc^\dagger_{p\uparrow}c_{p\downarrow}\), and \(S_+|0\rangle=0\). The anticommutation rules give \([S_+,c^\dagger_{a\downarrow}]=c^\dagger_{a\uparrow}\) and \([S_+,c_{i\uparrow}]=-c_{i\downarrow}\), while \(S_+\) commutes with \(c^\dagger_{a\uparrow}\) and \(c_{i\downarrow}\). Therefore

\[
S_+|{\uparrow}\rangle=-|t\rangle,\qquad
S_+|{\downarrow}\rangle=+|t\rangle,\qquad
|t\rangle=c^\dagger_{a\uparrow}c_{i\downarrow}|0\rangle .
\tag{31}
\]

It follows that \(S_+|+\rangle=0\) and \(S_+|-\rangle=-\sqrt2\,|t\rangle\). For the lowering operator \(S_-=S_+^\dagger\), the corresponding commutators are \([S_-,c^\dagger_{a\uparrow}]=c^\dagger_{a\downarrow}\) and \([S_-,c_{i\downarrow}]=-c_{i\uparrow}\), so

\[
S_-|t\rangle=|{\downarrow}\rangle-|{\uparrow}\rangle=-\sqrt2\,|-\rangle .
\tag{32}
\]

Both states (30) have \(S_z=0\), for which \(S^2=S_-S_++S_z(S_z+1)\) reduces to \(S_-S_+\). Hence

\[
S^2|+\rangle=0,\qquad S^2|-\rangle=2\,|-\rangle .
\tag{33}
\]

With \(S^2=S(S+1)\), the even combination is a singlet and the odd one is the \(M=0\) member of a triplet. The sign convention matters here: the states are built by excitation operators acting on \(|0\rangle\). If the determinants are written with another ordering of the operators, the sign between them can change while the spin content does not.

### The other two members of the triplet

The states with \(M=\pm1\) require a spin flip and lie outside the space in which (13) was set up. For a local functional their coupling follows from the fact that the energy density depends on the magnitude of the spin-density vector \(\mathbf m\), not on its direction. Near \(\mathbf m=0\),

\[
e(n,|\mathbf m|)=e(n,0)+\tfrac12f_{mm}|\mathbf m|^2+\dots ,
\tag{34}
\]

where \(f_{mm}\) now denotes the local function multiplying the delta function in the kernel. The exchange-correlation magnetic field is \(\mathbf B=\partial e/\partial\mathbf m=f_{mm}\mathbf m\), and it enters the potential as \(\mathbf B\cdot\boldsymbol\sigma\), with \(\boldsymbol\sigma\) the Pauli matrices. The spin-density matrix is \(\tfrac12(n+\mathbf m\cdot\boldsymbol\sigma)\), so its off-diagonal element is \(n_{\uparrow\downarrow}=\tfrac12(m_x-im_y)\). Thus

\[
v_{\uparrow\downarrow}=B_x-iB_y=f_{mm}(m_x-im_y)=2f_{mm}\,n_{\uparrow\downarrow}
=(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})\,n_{\uparrow\downarrow},
\tag{35}
\]

where the last step is (26). A spin flip induces no charge, so there is no Hartree term. Orbital energies and occupations do not depend on spin, and the off-diagonal spin block of the density matrix therefore obeys (9) with \(K\) replaced by \(K^T\). The three members of the triplet have the same frequency.

### Stability

Equation (22) can be written as \(\Omega^{S,T}=\Delta^{1/2}(\Delta+2K^{S,T})\Delta^{1/2}\). The bracket measures the energy cost of deforming the ground state. Rotate each occupied orbital by a small real amount, \(\phi_i\to\phi_i+\sum_a\theta_{ia\sigma}\phi_a\), with normalisation restored to second order. The first-order change of the density matrix has \(\delta P_{ia}=\delta P_{ai}=\theta_{ia}\). The second-order change moves occupation from \(i\) to \(a\) and costs \(\sum\Delta_{ia}\theta_{ia}^2\). The interaction energy of the density change, whose amplitude is \(2\theta\) in (6), is \(\tfrac12(2\theta)^{T}K(2\theta)\). Altogether,

\[
\delta^2E=\theta^{T}(\Delta+2K)\,\theta .
\tag{36}
\]

If \(\Delta+2K^T\) has a negative eigenvalue, the closed-shell state can lower its energy by developing a spin density. Then \(\Omega^T\) also has a negative eigenvalue, because for any vector \(g\) one has \(g^T\Omega^Tg=h^T(\Delta+2K^T)h\) with \(h=\Delta^{1/2}g\). The corresponding \(\omega\) is imaginary. For a single transition this happens when \(K^T<-\Delta/2\). It signals that the reference is unstable in this model; the fault does not lie in the spin adaptation.

### Intensities

Spin also leaves a factor in the transition strengths. Apply a field of amplitude \(\mathcal E\) and frequency \(\omega\) along \(z\), with potential \(s_\sigma\mathcal E z\), where \(s_\uparrow=1\) and \(s_\downarrow=\pm1\). The upper sign is an ordinary electric field; the lower one pushes the two spins in opposite directions. With \(d_{ia}=\langle i|z|a\rangle\), the term \(s_\sigma\mathcal E d\) is added to \(\delta F\) in both equations (9). Their sum and difference are now

\[
\omega(X-Y)=(\Delta+2K)(X+Y)+2\mathcal E s\,d,\qquad
\omega(X+Y)=\Delta(X-Y).
\tag{37}
\]

Eliminate \(X-Y\) as in (12), put \(X+Y=\Delta^{1/2}G\), and multiply by \(\Delta^{-1/2}\):

\[
(\Omega-\omega^2)\,G=-2\mathcal E\,\Delta^{1/2}s\,d .
\tag{38}
\]

The source has the components \(d\) and \(\pm d\) for the two spins. By (20) it belongs wholly to the even or to the odd sector, where its value is \(\sqrt2\,d\). The quantity conjugate to the field is \(\sum_\sigma s_\sigma\,\delta\langle z\rangle_\sigma\). By (6) it equals \(\sqrt2\,d^T\Delta^{1/2}G_\pm\). Dividing by \(-\mathcal E\) gives the response

\[
\alpha^{S,T}_{zz}(\omega)=4\,d^T\Delta^{1/2}\left(\Omega^{S,T}-\omega^2\right)^{-1}\Delta^{1/2}d .
\tag{39}
\]

The 4 is a product of two factors of 2: one from \(X\) and \(Y\), and one from the two spins, entering as \(\sqrt2\) in the source and \(\sqrt2\) in the measured moment.

Let \(F_I\) be the eigenvectors of \(\Omega^S\), normalised to one in the half-size space, with frequencies \(\omega_I\). Expanding (39) in them gives

\[
\alpha^S_{zz}(\omega)=\sum_I\frac{4\,|d^T\Delta^{1/2}F_I|^2}{\omega_I^2-\omega^2}.
\tag{40}
\]

The numerator is the oscillator strength for light polarised along \(z\). Averaging over the three directions, with \(d^{(k)}\) the matrix elements of \(x\), \(y\) and \(z\), gives

\[
f_I=\frac43\sum_{k=x,y,z}\left|d^{(k)T}\Delta^{1/2}F_I\right|^2 .
\tag{41}
\]

An ordinary electric field has no odd component, so the triplets have zero oscillator strength. This holds as long as spin-orbit coupling is neglected, as it is here.

### LiH: one transition

The example is LiH at a chosen bond length of 1.60 Å, with local spin-density exchange, Perdew-Wang correlation and the def2-SVP basis. There are 14 orbitals, 2 of them occupied, which gives \(2\times12=24\) transitions per spin. The spin-resolved matrix would have dimension 48; the two adapted matrices have dimension 24 each.

For the transition from the highest occupied to the lowest unoccupied orbital (HOMO to LUMO), the computed quantities in hartree are

\[
\Delta=0.10827,\quad J=0.02629,\quad W^{\uparrow\uparrow}=-0.01726,\quad W^{\uparrow\downarrow}=-0.00683 .
\tag{42}
\]

Equations (23) and (24) give

\[
\begin{aligned}
K^S&=2(0.02629)-0.01726-0.00683=0.02849,\\
K^T&=-0.01726+0.00683=-0.01043 .
\end{aligned}
\tag{43}
\]

The singlet is pushed above the orbital gap by the Coulomb term, and the triplet is pulled below it by the kernel. If all other transitions are ignored, (15) yields

\[
\begin{aligned}
\omega_S&=\sqrt{0.10827^2+2(0.10827)(0.02849)}=0.1338,\\
\omega_T&=\sqrt{0.10827^2-2(0.10827)(0.01043)}=0.0973 .
\end{aligned}
\tag{44}
\]

The Tamm-Dancoff values \(\Delta+K\) are 0.1368 and 0.0978 hartree. The difference is larger for the singlet, as the term \(-K^2/2\Delta\) in (15) suggests. The triplet coupling is far from the one-transition instability, which would need \(K^T<-0.0541\) hartree.

### LiH: all transitions

Diagonalising the full matrices gives for the lowest states

\[
\begin{aligned}
\omega_S&=0.1222\ \text{hartree}=3.33\ \text{eV},\\
\omega_T&=0.0956\ \text{hartree}=2.60\ \text{eV}.
\end{aligned}
\tag{45}
\]

Both lie below the estimates (44). They cannot lie above them, since the lowest eigenvalue of a symmetric matrix cannot exceed any of its diagonal elements. The singlet drops by 0.0115 hartree although the HOMO-LUMO transition still has weight \(F_1^2=0.978\) in it; here \(F_k\) denotes the components of the normalised lowest eigenvector, with \(k=1\) for HOMO to LUMO. The row of the eigenvalue equation belonging to this transition, divided by its amplitude \(F_1\), reads

\[
\omega^2=\Omega_{11}+\sum_{k\neq1}\Omega_{1k}\,\frac{F_k}{F_1}.
\tag{46}
\]

The other rows give \(\sum_{l\neq1}(\Omega_{kl}-\omega^2\delta_{kl})F_l=-\Omega_{k1}F_1\). Multiply by \(F_k\), sum over \(k\neq1\), divide by \(F_1^2\) and insert the result in (46). This gives \(\Omega_{11}-\omega^2=\left[(1-F_1^2)/F_1^2\right](\bar\Omega-\omega^2)\), where \(\bar\Omega=\sum_{k,l\neq1}F_k\Omega_{kl}F_l/(1-F_1^2)\) is the mean of \(\Omega\) over the admixed part. The shift is the missing weight multiplied by the distance, in squared frequency, to the admixed transitions. Here \(\Omega_{11}-\omega^2=0.13376^2-0.12224^2=0.00295\) and \(0.022/0.978=0.0225\), so \(\bar\Omega-\omega^2\approx0.13\) and \(\sqrt{\bar\Omega}\approx0.38\) hartree. A small weight produces a sizeable shift because \(\sqrt{\bar\Omega}\) is about three times the frequency of the state itself. This mean includes the couplings among the admixed transitions and is not the frequency of any one of them. In the triplet the weight is 0.996 and the one-transition estimate is correspondingly closer.

The second and third singlets coincide at 0.1748 hartree, each with oscillator strength 0.253. The second and third triplets coincide at 0.1510 hartree. Such pairs are expected in a linear molecule for states with angular momentum about the axis.

The two miscounts described in Part I can now be given a size. With the Coulomb integral taken once, the lowest singlet comes out at 0.1083 hartree, 11 % below the value in (45). The HOMO-LUMO coupling would then be \(0.02629-0.02409=0.00220\) hartree, an almost complete cancellation. With this coupling (15) gives 0.1104 hartree for the transition alone, and mixing with the other transitions lowers it by a further 0.002 hartree, so that the result happens to fall on the bare orbital gap. With \(f_{nn}\) inserted in (23) without its factor 2, the lowest singlet is 0.1300 hartree, 6 % too high.

### Is the singlet above the triplet?

From (22) and (29),

\[
\Omega^S-\Omega^T=4\,\Delta^{1/2}(J+W^{\uparrow\downarrow})\Delta^{1/2}.
\tag{47}
\]

If \(J+W^{\uparrow\downarrow}\) had no negative eigenvalue, the variational principle for ordered eigenvalues would place each singlet at or above the triplet of the same rank. The matrix \(J\) satisfies this condition by itself, because \(g^TJg\) is twice the electrostatic energy of the charge distribution \(\sum_{ia}g_{ia}\phi_i\phi_a\), which is never negative. Opposite-spin correlation can spoil it.

In LiH it does: the smallest eigenvalue of \(K^S-K^T\) is \(-0.0072\) hartree. The sufficient condition fails, and yet all 24 ordered singlets lie above their triplets. The ordering found here is thus a numerical result for this molecule, functional and basis, not a consequence of the equations. In the larger aug-cc-pVTZ basis the smallest eigenvalue is \(-0.0136\) hartree. The lowest singlet still lies above the lowest triplet, but higher in the spectrum the rank-by-rank ordering fails, by up to 0.013 hartree.

### Static response and numerical check

At zero frequency, (39) gives \(\alpha^S_{zz}=23.06\) and \(\alpha^T_{zz}=43.65\) atomic units. Self-consistent calculations in small static fields, which use neither the kernel nor the Casida matrix, give 23.06 and 43.65. This comparison exposes a miscounted coupling: with the Coulomb integral taken once, (39) gives 31.7 instead of 23.06. Both responses belong to the def2-SVP basis, which has no diffuse functions; they rise to 27.0 and 46.3 in def2-TZVP and to 33.0 and 51.1 in aug-cc-pVTZ. The response to opposite fields is the larger one here. At zero frequency (39) equals \(4\,d^T(\Delta+2K^{S,T})^{-1}d\), and both matrices \(\Delta+2K^{S,T}\) are positive definite here, because all frequencies are real and nonzero. Under this condition the order would be guaranteed if \(K^S-K^T\) had no negative eigenvalue; since it has one, the order is a numerical result. For the HOMO-LUMO transition alone the spin deformation is softer, because \(K^T<K^S\). With one transition, (39) reduces to \(4d^2/(\Delta+2K)\), and the ratio of the two responses would be

\[
\frac{\Delta+2K^S}{\Delta+2K^T}=\frac{0.16525}{0.08741}=1.89 ,
\tag{48}
\]

the same as \(43.65/23.06=1.89\). The agreement to three figures is an accident of the example, because the response is not carried by one state; in aug-cc-pVTZ the one-transition ratio is 1.59 and the full ratio 1.55. The lowest singlet is not degenerate, so in a linear molecule its dipole strength lies along the axis, and its term in (40) is \(3f_1/\omega_1^2=3(0.0663)/(0.1222)^2=13.3\) atomic units. That is 58 % of the electric response; higher states supply the rest.

The frequencies were also tested against a numerical derivative of the nonlinear commutator in (4), taken separately for each spin. All 24 singlets and 24 triplets agree with (22) to within \(2\times10^{-9}\) hartree. This confirms the factors of two within the stated model. It says nothing about the accuracy of the model itself, which is limited by the small basis and by the adiabatic local functional. The digits quoted are stable against refinement of the integration grid but not against enlargement of the basis. In def2-TZVP and aug-cc-pVTZ the lowest singlet falls from 0.1222 to 0.1170 and 0.1108 hartree (3.33, 3.18 and 3.02 eV), and the lowest triplet changes from 0.0956 to 0.0960 and 0.0945 hartree. The degenerate singlet pair falls from 0.1748 to 0.1623 and 0.1444 hartree, with oscillator strengths 0.257 and 0.157. The error from counting the Coulomb integral once becomes 10 % and 9 %.

## Numbers as computed

```
LiH bond length: 1.60 angstrom
orbitals, occupied, transitions per spin: 14 2 24
S^2 of sum and difference excitation: [0. 2.]
HOMO-LUMO gap D: 0.10827 hartree
HOMO-LUMO Coulomb (ia|ia): 0.02629 hartree
HOMO-LUMO (ia|f_uu|ia): -0.01726 hartree
HOMO-LUMO (ia|f_ud|ia): -0.00683 hartree
HOMO-LUMO singlet coupling K_S: 0.02849 hartree
HOMO-LUMO triplet coupling K_T: -0.01043 hartree
one-transition singlet energy: 0.13376 hartree
one-transition triplet energy: 0.09728 hartree
full singlet 1: 0.12224 hartree
full triplet 1: 0.09562 hartree
oscillator strength of singlet 1: 0.06630 (no unit)
full singlet 2: 0.17475 hartree
full triplet 2: 0.15101 hartree
oscillator strength of singlet 2: 0.25334 (no unit)
full singlet 3: 0.17475 hartree
full triplet 3: 0.15101 hartree
oscillator strength of singlet 3: 0.25334 (no unit)
lowest singlet, converted: 3.326 eV
lowest triplet, converted: 2.602 eV
HOMO-LUMO weight in lowest singlet: 0.9779 (no unit)
HOMO-LUMO weight in lowest triplet: 0.9964 (no unit)
smallest eigenvalue of K_S - K_T: -0.0071984 hartree
every ordered singlet above its triplet: True
miscount, Coulomb once: lowest singlet: 0.10829 hartree
miscount, half kernel sum: lowest singlet: 0.13003 hartree
static zz response, equal fields, Casida: 23.0586 a.u.
static zz response, equal fields, relaxed: 23.0588 a.u.
static zz response, opposite fields, Casida: 43.6504 a.u.
static zz response, opposite fields, relaxed: 43.6513 a.u.
largest singlet deviation from motion: 1.5e-09 hartree
largest triplet deviation from motion: 9.6e-10 hartree
largest even-odd mixing element: 1.1e-16 hartree
```
